# Linear longitudinal and parabolic transverse exciton branches in a freestanding monolayer, part 1

(Sections cited here and not found follow in the second part.)

## From a sheet of dipoles to the exciton doublet

Consider a flat sheet of classical dipole oscillators in vacuum. Let $\mathbf P(\mathbf r,t)$ be the dipole moment per area, lying in the plane, and let each oscillator respond to the electric field $\mathbf E$ in the sheet according to

$$\ddot{\mathbf P}+\omega_0^2\mathbf P=S\,\mathbf E ,$$

where $\omega_0$ is the frequency without mutual interaction and $S>0$ is a strength. Take a wave $\mathbf P\propto e^{i\mathbf Q\cdot\mathbf r-i\omega t}$ with in-plane wavevector $\mathbf Q$, and treat the Coulomb force as instantaneous. The wave carries the bound charge per area

$$\sigma=-\nabla\cdot\mathbf P=-i\mathbf Q\cdot\mathbf P .$$

Outside the sheet the potential obeys Laplace's equation, so it falls off as $e^{-Q|z|}$. Its slope jumps by $-2Q\phi$ across the sheet, and Gauss's law sets this jump equal to $-4\pi\sigma$. Hence $\phi=2\pi\sigma/Q$ in the sheet, and

$$\mathbf E=-i\mathbf Q\phi=(-i)(-i)\frac{2\pi}{Q}\mathbf Q(\mathbf Q\cdot\mathbf P)=-\frac{2\pi}{Q}\,\mathbf Q(\mathbf Q\cdot\mathbf P).$$

If $\mathbf P$ is parallel to $\mathbf Q$, the field is $-2\pi Q\mathbf P$. It opposes the polarization and stiffens the oscillator:

$$\omega_L^2=\omega_0^2+2\pi SQ,\qquad \omega_L\simeq\omega_0+\frac{\pi S}{\omega_0}Q .$$

If $\mathbf P$ is perpendicular to $\mathbf Q$, no charge appears, the field vanishes, and $\omega_T=\omega_0$. The longitudinal wave is therefore linear in $Q$ and the transverse one has no linear term. In a bulk crystal the depolarizing field of a longitudinal wave is $-4\pi\mathbf P$ at any small $Q$. In the sheet most of the field energy sits in the vacuum, within a distance of order $1/Q$, and the field in the sheet weakens in proportion to $Q$.

An exciton is a quantum version of this wave, with an electron and a hole in relative motion and with a kinetic energy of its own. The quantum derivation below uses Rydberg atomic units: $\hbar=1$, $2m=1$ and $e^2=2$, where $m$ is the free-electron mass. I keep the symbol $e^2$ visible so that factors can be traced. A particle whose mass is $M$ free-electron masses then has the kinetic energy $Q^2/M$.

The monolayer is an insulator with time-reversal symmetry, a three-fold axis normal to the plane, and vertical mirror planes. Its lowest bright exciton is taken to be a doublet with an in-plane dipole, separated in energy from the other excitons. The layer has area $\Omega$. Let $|0\rangle$ be the ground state, and let the state

$$|\mathbf k\rangle=c^\dagger_{\mathbf k+\mathbf Q/2}\,b_{\mathbf k-\mathbf Q/2}|0\rangle$$

have one electron moved from the valence band to the conduction band, with total momentum $\mathbf Q$. Here $c^\dagger$ creates a conduction electron and $b$ removes a valence electron. Spin and valley labels are understood in $\mathbf k$.

The Coulomb operator is

$$V=\tfrac12\sum_{pqrs}\langle pq|rs\rangle\,a_p^\dagger a_q^\dagger a_s a_r,\qquad \langle pq|rs\rangle=\iint\psi_p^*(1)\psi_q^*(2)\,v(1,2)\,\psi_r(1)\psi_s(2).$$

Let it take the pair state $a^\dagger_{a'}a_{i'}|0\rangle$ to $a^\dagger_a a_i|0\rangle$, with $i,i'$ valence orbitals and $a,a'$ conduction orbitals, all different. The operator must remove electrons from $a'$ and $i$ and create them in $a$ and $i'$. There are four assignments of the labels. They fall into two equal pairs under exchange of the integration variables, which cancels the factor $\tfrac12$. For $p=a$, $q=i'$, $r=i$, $s=a'$ the operators give

$$a_a^\dagger a_{i'}^\dagger a_{a'}a_i\,a_{a'}^\dagger a_{i'}|0\rangle
=a_a^\dagger a_{i'}^\dagger a_{a'}a_{a'}^\dagger a_{i'}a_i|0\rangle=+a_a^\dagger a_i|0\rangle .$$

The first equality moves $a_i$ past two operators and so costs no sign. The second uses that $a'$ is empty and $i'$ filled. Interchanging $r$ and $s$ reverses the order of the two annihilators and gives the opposite sign. The matrix element is thus

$$\iint\psi_a^*\psi_i(1)\,v\,\psi_{i'}^*\psi_{a'}(2)-\iint\psi_a^*\psi_{a'}(1)\,v\,\psi_{i'}^*\psi_i(2).$$

When labels coincide, the same two integrals occur, together with mean-field terms that belong to the band energies. The second integral is the attraction between electron and hole, in which $v$ is replaced by a screened interaction $W$. The first is the electron-hole exchange. It is the Coulomb energy between two transition densities, and it is positive when they are equal.

The exchange needs the Coulomb interaction between charges at heights $z$ and $z'$ for a given in-plane momentum. The three-dimensional transform is $4\pi e^2/(Q^2+q_z^2)$. Returning to real space along $z$, and closing the contour around the pole at $q_z=iQ$ for $z>z'$, gives

$$\int\frac{dq_z}{2\pi}\,\frac{4\pi e^2e^{iq_z(z-z')}}{Q^2+q_z^2}=4\pi e^2\,\frac{2\pi i}{2\pi}\,\frac{e^{-Q(z-z')}}{2iQ}=\frac{2\pi e^2}{Q}e^{-Q(z-z')} .$$

For $z<z'$ the other pole gives the same with the sign of $z-z'$ reversed. As long as $Q$ times the layer thickness is small, the exponential is close to one, and $v(Q)=2\pi e^2/Q$, which equals $4\pi/Q$ in Rydberg units.

The transition density $\psi^*_{c,\mathbf k+\mathbf Q/2}\psi_{v,\mathbf k-\mathbf Q/2}$ contains the in-plane Fourier components $-(\mathbf Q+\mathbf G)$, with $\mathbf G$ a reciprocal-lattice vector. The terms with $\mathbf G\neq0$ involve no singular interaction and are analytic in $\mathbf Q$. The term $\mathbf G=0$ is the long-range part,

$$K_{\mathbf k\mathbf k'}=\frac{v(Q)}{\Omega}\,g_{\mathbf k}g^*_{\mathbf k'},\qquad g_{\mathbf k}=\langle u_{c,\mathbf k+\mathbf Q/2}|u_{v,\mathbf k-\mathbf Q/2}\rangle ,$$

where $u$ is the periodic part of a Bloch function.

For small $Q$, expand both functions about $\mathbf k$. The zeroth order vanishes because the bands are orthogonal, and the first order is

$$g_{\mathbf k}=\tfrac12\mathbf Q\cdot\big(\langle\nabla u_c|u_v\rangle-\langle u_c|\nabla u_v\rangle\big)=-\mathbf Q\cdot\langle u_c|\nabla u_v\rangle .$$

The last step uses $\nabla\langle u_c|u_v\rangle=0$. To evaluate the remaining bracket, differentiate $h|u_v\rangle=E_v|u_v\rangle$ and project on $u_c$:

$$\langle u_c|\nabla h|u_v\rangle+E_c\langle u_c|\nabla u_v\rangle=E_v\langle u_c|\nabla u_v\rangle .$$

It follows that

$$g_{\mathbf k}=\mathbf Q\cdot\mathbf d_{\mathbf k}+O(Q^2),\qquad \mathbf d_{\mathbf k}=\frac{\langle u_c|\nabla h|u_v\rangle}{E_c-E_v}.$$

The vector $\mathbf d_{\mathbf k}$ is, up to a phase, the interband matrix element of position. It has the unit of length.

Solve the pair problem first without the long-range exchange. An exciton of the doublet is $|s\rangle=\sum_{\mathbf k}C^s_{\mathbf k}|\mathbf k\rangle$, normalized to one. Because $K$ is a product, its matrix in the doublet is a product too:

$$\langle s|K|s'\rangle=\frac{2\pi e^2}{Q}\,(\mathbf Q\cdot\mathbf p_s)(\mathbf Q\cdot\mathbf p_{s'})^*,\qquad \mathbf p_s=\frac1{\sqrt\Omega}\sum_{\mathbf k}C^{s*}_{\mathbf k}\mathbf d_{\mathbf k}.$$

The number of terms in the sum grows as $\Omega$ while each $C_{\mathbf k}$ shrinks as $\Omega^{-1/2}$, so $\mathbf p_s$ does not depend on the area. It is dimensionless, a length divided by a length. If $\mathbf d_{\mathbf k}$ varies little over the momenta in the exciton, $\mathbf p_s\simeq\mathbf d\,\varphi_s^*(0)$ with $\varphi_s(0)=\Omega^{-1/2}\sum C^s_{\mathbf k}$. The exchange is then proportional to the squared interband length and to the probability density for finding electron and hole together.

By the three-fold symmetry and the mirrors, the doublet can be written in states $X$ and $Y$ with $\mathbf p_X=(p,0)$ and $\mathbf p_Y=(0,p)$. The exchange matrix is

$$K_{ij}=2\pi e^2p^2\,\frac{Q_iQ_j}{Q}.$$

Acting on the unit vector $\mathbf Q/Q$ it returns that vector times $2\pi e^2p^2Q$. Acting on a vector perpendicular to $\mathbf Q$ it gives zero. Therefore the longitudinal exciton is raised by

$$AQ,\qquad A=2\pi e^2p^2=4\pi p^2\ \text{(Rydberg units)},$$

and the transverse exciton is not shifted in this order.

In many monolayers the doublet is more naturally described by two valleys with circular dipoles, $\mathbf p_\pm=(p/\sqrt2)(1,\pm i)$. If $\theta$ is the direction of $\mathbf Q$, then $\mathbf Q\cdot\mathbf p_\pm=(pQ/\sqrt2)e^{\pm i\theta}$, and

$$K=\frac{AQ}{2}\begin{pmatrix}1&e^{2i\theta}\\e^{-2i\theta}&1\end{pmatrix}.$$

The diagonal entries are exchange within a valley, the others exchange between valleys, and both have size $AQ/2$. The vector $(e^{i\theta},e^{-i\theta})/\sqrt2$ has eigenvalue $AQ$, and $(e^{i\theta},-e^{-i\theta})/\sqrt2$ has eigenvalue zero. Intervalley exchange cancels the intravalley shift for the transverse exciton and doubles it for the longitudinal one. In either basis $p^2$ is the sum $\sum_s|\hat{\mathbf Q}\cdot\mathbf p_s|^2$. If spin-orbit coupling leaves one spin species per valley in the exciton, each valley contributes once. If the bands are spin-degenerate, the singlet collects both spins.

To call the transverse branch parabolic, one must also show that the analytic part of the Hamiltonian has no linear term. Write it as a Hermitian matrix $H_{ij}(\mathbf Q)$ in the basis $X,Y$. Time reversal maps $X$ at $\mathbf Q$ to $X$ at $-\mathbf Q$ and includes complex conjugation, so $H_{ij}(-\mathbf Q)=H_{ij}^*(\mathbf Q)$. The real symmetric part is then even in $\mathbf Q$, and the imaginary antisymmetric part is odd. Under a rotation by $\alpha$ the combination $Q_\pm=Q_x\pm iQ_y$ acquires $e^{\pm i\alpha}$, and $N_\pm=\tfrac12(H_{xx}-H_{yy})\pm iH_{xy}$, formed from the symmetric part, acquires $e^{\pm2i\alpha}$. For $\alpha=2\pi/3$ the factor $e^{2i\alpha}$ equals $e^{-i\alpha}$. Three-fold symmetry would therefore permit $N_+\propto Q_-$, a linear splitting. Time reversal forbids it because it is odd and symmetric. The antisymmetric part is unchanged by rotation and cannot be linear in $Q_\pm$.

In second order, $N_+$ may contain $Q_+^2$, while $Q_-^2$ and $Q_+Q_-$ have the wrong phase, and the mirrors make the coefficient real. The trace may contain $Q_+Q_-=Q^2$. Hence

$$H_{ij}=E_0\delta_{ij}+\frac{Q^2}{M_0}\delta_{ij}+\beta\Big(Q_iQ_j-\tfrac12Q^2\delta_{ij}\Big)+O(Q^3).$$

The last term gives $+\beta Q^2/2$ along $\mathbf Q$ and $-\beta Q^2/2$ across it. The transverse branch has the inverse mass $1/M=1/M_0-\beta/2$, and the longitudinal curvature is in general different. A group-character count gives the same result, with one linear symmetric term that is odd in $\mathbf Q$, no linear antisymmetric term, and two quadratic terms.

The singular exchange could still reach the transverse state through the neglected second order of $g_{\mathbf k}$. The transverse density amplitude is then at most of order $Q^2$, and its own exchange energy is of order $Q^4/Q=Q^3$. Its coupling to the longitudinal state is of order $Q\cdot Q^2/Q=Q^2$, and that state lies $AQ$ above, so the resulting shift is again of order $Q^4/Q=Q^3$. With instantaneous Coulomb interaction,

$$E_L=E_0+AQ+O(Q^2),\qquad E_T=E_0+\frac{Q^2}{M}+O(Q^3).$$

The slope does not depend on the exciton being spread over many cells. Let an excitation with transition dipole $\mu$ hop between the sites of a triangular lattice by the dipole interaction $\mu^2(\delta_{ij}-3n_in_j)/R^3$, where $\mathbf n$ is the direction between sites. This interaction is $-\mu^2\partial_i\partial_j(1/R)$, with the transform $2\pi\mu^2Q_iQ_j/Q$. A lattice sum divides it by the cell area $\sqrt3/2$, for unit lattice spacing, and adds terms analytic in $\mathbf Q$. The expected longitudinal slope is $2\pi/(\sqrt3/2)=7.2552$ in units of $\mu^2$. Direct summation over sites with a smooth distant cutoff, at $Q=0.08$, $0.16$, $0.24$ and $0.32$, and separation into constant, linear, quadratic and quartic parts gives 7.2552 for the longitudinal slope and 0.00003 for the transverse one.

With instantaneous Coulomb interaction, long-range exchange makes the longitudinal exciton branch linear in $Q$ with slope $A=2\pi e^2p^2$, while the transverse branch stays parabolic to leading order. It remains to find the range of $Q$ in which these laws hold once screening, layer thickness and retardation are included, and to test them in a worked example.

Numbers in the example were calculated in double precision.
